# Dimensionally regularized ⟨V³⟩ and ⟨(∇V)²⟩ in the Coulomb 1S state, part 2

A particle of mass $m$ is bound to a point charge of infinite mass. Units are $\hbar=c=1$, space has $d=3-2\varepsilon$ dimensions, and $H=p^2/2m+V$ is the leading-order Hamiltonian of potential NRQED. One-Coulomb-photon exchange gives

$$\tilde V(q)=-\frac{4\pi Z\alpha\,\bar\mu^{2\varepsilon}}{q^2},\qquad \bar\mu^2=\frac{\mu^2e^{\gamma_E}}{4\pi},$$

where $\mu$ is the $\overline{\rm MS}$ scale and $\gamma_E$ is Euler's constant. The 1S state $\psi=\psi(0)R(r)$ is the normalized, nodeless eigenfunction of this $H$, with energy $E$. We use

$$\kappa=mZ\alpha,\qquad L=\ln\frac{\mu}{2\kappa},\qquad D=\bar\mu^{2\varepsilon}|\psi(0)|^2 .$$

For radial functions $\int d^dr=\Omega_d\int_0^\infty r^{d-1}dr$. Also $\psi_0(z)=\Gamma'(z)/\Gamma(z)$ and $\psi_1(z)=\psi_0'(z)$, with $\psi_0(1)=-\gamma_E$, $\psi_1(1)=\pi^2/6$, $\psi_0(z+1)=\psi_0(z)+1/z$ and $\psi_1(z+1)=\psi_1(z)-1/z^2$.

The potential and solid angle are

$$V(r)=-C\,r^{-1+2\varepsilon},\qquad C=Z\alpha\,\bar\mu^{2\varepsilon}\,\Gamma(\tfrac12-\varepsilon)\,\pi^{\varepsilon-1/2}. \tag{1}$$
$$C=Z\alpha\,\mu^{2\varepsilon}[1+2\gamma_E\varepsilon+O(\varepsilon^2)],\qquad V=-\frac{Z\alpha}{r}\Big[1+2\varepsilon(\ln\mu r+\gamma_E)+O(\varepsilon^2)\Big]. \tag{2}$$
$$\frac1{\Omega_d}=\frac1{4\pi}[1+\varepsilon(-2+\gamma_E+\ln4\pi)],\qquad \frac{\bar\mu^{2\varepsilon}}{\Omega_d}=\frac{\mu^{2\varepsilon}}{4\pi}[1+\varepsilon(2\gamma_E-2)]. \tag{3}$$

The radial equation and its solution near the origin are

$$R''+\frac{d-1}{r}R'+2m\left(E+C\,r^{-1+2\varepsilon}\right)R=0,\qquad \nabla^2r^s=s(s+d-2)\,r^{s-2}. \tag{4}$$
$$R=1+a\,r^{1+2\varepsilon}-\frac{mE}{d}r^2+O(r^{2+4\varepsilon}),\qquad a=-\frac{mC}{1+2\varepsilon}. \tag{5}$$

Part (c) found, using that the first-order change of $R$ behaves as $r\ln r$ at small $r$,

$$\langle V^3\rangle=-\pi(Z\alpha)^3D\left[\frac1\varepsilon+2+4L\right]+O(\varepsilon). \tag{6}$$

Part (d) defined $\langle(\nabla V)^2\rangle=C^2(1-2\varepsilon)^2\,\Omega_d|\psi(0)|^2\,I_G$ by analytic continuation in $\varepsilon$:

$$I_G=\int_0^\infty r^{-2+2\varepsilon}\left(R^2-1\right)dr,\qquad 0<\varepsilon<\tfrac12. \tag{7}$$

With a cutoff $r>r_0$ in three dimensions, the discarded linear divergence would be $+4\pi(Z\alpha)^2|\psi(0)|^2/r_0$. The results were

$$\langle(\nabla V)^2\rangle=2m\langle V^3\rangle+(12-8)\,\pi m(Z\alpha)^3D+O(\varepsilon), \tag{8}$$
$$\langle(\nabla V)^2\rangle=-2\pi m(Z\alpha)^3D\left[\frac1\varepsilon+4L\right]+O(\varepsilon). \tag{9}$$

It remains to relate the two expectation values exactly in $\varepsilon$, to find $E$ and $D$ through order $\varepsilon$ and expand both values fully, and to evaluate them for hydrogen-like chlorine, $Z=17$, with $\mu=m_e$. A program checks the results numerically.

### (e) An exact relation

For $s=-1+2\varepsilon$ the factor $s+d-2$ in (4) vanishes, so $\nabla^2V=0$ for $r>0$, and $\nabla^2(V^2)=2(\nabla V)^2+2V\nabla^2V=2(\nabla V)^2$. Formula (4) confirms this: for $s=-2+4\varepsilon$, $s(s+d-2)=(-2+4\varepsilon)(-1+2\varepsilon)=2(1-2\varepsilon)^2$. Let $F=V^2$ and $g=\psi^2-\psi(0)^2$. Definition (7) reads $\langle(\nabla V)^2\rangle=\tfrac12\Omega_d\int r^{d-1}g\,\nabla^2F\,dr$. Since $r^{d-1}\nabla^2F=(r^{d-1}F')'$, two integrations by parts give

$$\int_0^\infty r^{d-1}\left(g\nabla^2F-F\nabla^2g\right)dr=\Big[r^{d-1}(gF'-Fg')\Big]_0^\infty .$$

At the origin $r^{d-1}\sim r^{2-2\varepsilon}$, $g\sim r^{1+2\varepsilon}$ and $F'\sim r^{-3+4\varepsilon}$, so both terms scale as $r^{4\varepsilon}$ and vanish for $\varepsilon>0$. At infinity $g'$ falls exponentially, $g\to-\psi(0)^2$, and $r^{d-1}F'\sim r^{-1+2\varepsilon}$ vanishes for $\varepsilon<\tfrac12$. In this range the surface terms drop. Next, $\nabla^2g=2\psi\nabla^2\psi+2\psi'^2$, and the Schrödinger equation gives $\nabla^2\psi=2m(V-E)\psi$. Hence $\tfrac12F\nabla^2g=2mV^2(V-E)\psi^2+V^2\psi'^2$, and

$$\langle(\nabla V)^2\rangle=2m\langle V^3\rangle-2mE\langle V^2\rangle+\langle\mathbf p\,V^2\,\mathbf p\rangle,\qquad0<\varepsilon<\tfrac12, \tag{10}$$

with $\langle\mathbf pV^2\mathbf p\rangle=\int d^dr\,V^2\psi'^2$. Every integral on the right converges without subtraction. The radial integrands of the last two behave at the origin as $r^{2\varepsilon}$ and $r^{6\varepsilon}$, so these terms are finite at $\varepsilon=0$ and are evaluated with $\psi=(\kappa^3/\pi)^{1/2}e^{-\kappa r}$ and $E=-\kappa^2/2m$. There $\langle r^{-2}\rangle=4\kappa^3\int e^{-2\kappa r}dr=2\kappa^2$, so $-2mE\langle V^2\rangle=\kappa^2\cdot2\kappa^2(Z\alpha)^2=2m^4(Z\alpha)^6$. Since $\psi'=-\kappa\psi$, the last term is $\kappa^2\langle V^2\rangle$, the same amount. Thus

$$\lim_{\varepsilon\to0}\left[\langle(\nabla V)^2\rangle-2m\langle V^3\rangle\right]=4m^4(Z\alpha)^6, \tag{11}$$

which agrees with (8), as $4\pi m(Z\alpha)^3\kappa^3/\pi=4m^4(Z\alpha)^6$. This combination is finite and independent of $\mu$ in the limit. The program tests (10) at finite $\varepsilon$ to a relative $10^{-8}$, the left side from (7) and the right side from the convergent integrals. At $\mu=2\kappa$ both sides are $-26.642985$ for $\varepsilon=0.1$ and $-22.263377$ for $\varepsilon=0.25$, in units of $m^4(Z\alpha)^6$.

### (f) Energy and density at the origin to first order in $\varepsilon$

Units in this part are $m=Z\alpha=1$, so $\kappa=1$ and $L=\ln\mu-\ln2$.

Let $\nu=(d-1)/2=1-\varepsilon$ and $u=\Omega_d^{1/2}r^\nu\psi$, so that $\int_0^\infty u^2dr=1$. Differentiating $\psi\propto r^{-\nu}u$ twice gives $\psi''+\frac{2\nu}{r}\psi'\propto r^{-\nu}[u''-\nu(\nu-1)u/r^2]$, and with (2)

$$-\tfrac12u''+\frac{\nu(\nu-1)}{2r^2}u-\frac ur+Wu=Eu,\qquad W=-\frac{2\varepsilon}{r}(\ln\mu r+\gamma_E).$$

This is a Coulomb problem with angular momentum $l=\nu-1=-\varepsilon$ and a perturbation $W$. At small $r$, $u\to Nr^\nu$, a power that $W$ does not change because it is less singular than $1/r^2$, and $|\psi(0)|^2=N^2/\Omega_d$. To first order in $\varepsilon$ the effects of $l$ and of $W$ add, and $W$ may be treated with $\nu=1$. All integrals containing $W$ below converge, so the expansion (2) is allowed.

Without $W$, try $u=Nr^\nu e^{-\beta r}$. Then $u''=[\nu(\nu-1)/r^2-2\nu\beta/r+\beta^2]u$, and the equation requires $\nu\beta=1$ and $E=-\beta^2/2=-1/2\nu^2=-\tfrac12-\varepsilon+\dots$ Normalization gives $N^{-2}=\Gamma(2\nu+1)(\nu/2)^{2\nu+1}$, so $N^2=4$ at $\nu=1$ and

$$\frac{d\ln N^2}{d\nu}=2\ln\frac2\nu-\frac{2\nu+1}{\nu}-2\psi_0(2\nu+1)\;\to\;2\ln2-3-2\left(\tfrac32-\gamma_E\right).$$

With $d\nu=-\varepsilon$, $\ln N^2=\ln4+\varepsilon(6-2\ln2-2\gamma_E)$, and the coefficient is $3.459274$.

For the effect of $W$, write the three-dimensional function as $\pi^{-1/2}e^{-r}(1+f)$ with $f$ of first order and energy shift $E_1$. In the first-order equation the terms without derivatives of $f$ cancel by the unperturbed equation, leaving $-\tfrac12[f''+\tfrac2rf'-2f']=E_1-W$. Multiplying by $-2r^2e^{-2r}$ makes the left side a derivative:

$$G'=2r^2e^{-2r}(W-E_1),\qquad G=r^2e^{-2r}f' .$$

Regularity requires $G(0)=0$, and normalizability requires $G(\infty)=0$, which fixes $E_1=\langle W\rangle$, where $\langle X\rangle=\int_0^\infty4r^2e^{-2r}X\,dr$ in this part. For $W\sim\ln r/r$, $G\sim r^2\ln r$, $f'\sim\ln r$ and $f-f(0)\sim r\ln r$, the behaviour used in (c). Normalization at first order is $\langle f\rangle=0$. Writing $f(r)=f(0)+\int_0^rf'(s)ds$ and exchanging the order of integration,

$$0=f(0)+\int_0^\infty f'(s)P(s)\,ds,\qquad P(s)=\int_s^\infty4r^2e^{-2r}dr=e^{-2s}(1+2s+2s^2).$$

Then $f'P=G\,h'$ with $h'=1/s^2+2/s+2$, so $h=-1/s+2\ln s+2s$. Integrating by parts, the boundary term $Gh$ vanishes at both ends, as $s\ln s$ at the origin and exponentially at infinity, and $f(0)=\int G'h\,ds=\tfrac12\langle(W-E_1)h\rangle$. Therefore

$$\delta\ln|\psi(0)|^2=2f(0)=\langle Wh\rangle-\langle W\rangle\langle h\rangle\equiv{\rm cov}(W,h).$$

The moments follow from $M(s)=\langle r^s\rangle=\Gamma(3+s)/2^{1+s}$, with $M(-2)=2$, $M(-1)=1$, $M(0)=1$, $M(1)=\tfrac32$. Each derivative in $s$ inserts $\ln r$, so with $A_n=\psi_0(n)-\ln2$,

$$\langle r^s\ln r\rangle=M(s)A_{3+s},\qquad\langle r^s\ln^2r\rangle=M(s)\left[A_{3+s}^2+\psi_1(3+s)\right],$$

and $A_2=1-\gamma_E-\ln2=-0.2703628$, $A_1=A_2-1$, $A_3=A_2+\tfrac12$. For $-1/r$ against the three terms of $h$,

$${\rm cov}(-1/r,h)=(2-1)-2(A_2-A_3)-2\left(1-\tfrac32\right)=1+1+1=3 .$$

This value is right, since a change of charge $1\to1+\eta$ changes $|\psi(0)|^2$ by the factor $(1+\eta)^3$. For $w=-\ln r/r$, with $\langle w\rangle=-A_2$, the three terms are

$${\rm cov}(w,-1/r)=2A_1-A_2,$$
$${\rm cov}(w,2\ln r)=-2[A_2^2+\psi_1(2)]+2A_2A_3=A_2-2\psi_1(2),$$
$${\rm cov}(w,2r)=-2A_3+3A_2 .$$

Their sum is $2A_1+3A_2-2A_3-2\psi_1(2)=3A_2-3-2\psi_1(2)$. With $\psi_1(2)=\pi^2/6-1$,

$${\rm cov}(w,h)=2-3\gamma_E-3\ln2-\frac{\pi^2}{3}=-5.100957 .$$

Since $W=2\varepsilon[w+(\ln\mu+\gamma_E)(-1/r)]$,

$${\rm cov}(W,h)=2\varepsilon\left[2-\frac{\pi^2}3+3\ln\mu-3\ln2\right]=\varepsilon\left[4-\frac{2\pi^2}3+6L\right],$$
$$\langle W\rangle=-2\varepsilon[A_2+\ln\mu+\gamma_E]=-2\varepsilon(1+L).$$

The energy is $-\tfrac12-\varepsilon-2\varepsilon(1+L)$. For $D=N^2\bar\mu^{2\varepsilon}/\Omega_d$ the leading value is $4/4\pi$, and the relative first-order terms are $6-2\ln2-2\gamma_E$ from the Coulomb part, $4-2\pi^2/3+6L$ from $W$, and $2\ln\mu+2\gamma_E-2$ from (3). In the sum $\gamma_E$ cancels and $2\ln\mu-2\ln2=2L$. With units restored,

$$E=-\frac{\kappa^2}{2m}\left[1+\varepsilon(6+4L)\right],\qquad D=\frac{\kappa^3}{\pi}\left[1+\varepsilon\left(8L+8-\frac{2\pi^2}{3}\right)\right]. \tag{12}$$

Multiplying (6) and (9) by this $D$, the order-$\varepsilon$ term meets the pole and adds $8L+8-2\pi^2/3$ to each bracket:

$$\langle V^3\rangle=-m^3(Z\alpha)^6\left[\frac1\varepsilon+12L+10-\frac{2\pi^2}3\right]+O(\varepsilon), \tag{13}$$
$$\langle(\nabla V)^2\rangle=-2m^4(Z\alpha)^6\left[\frac1\varepsilon+12L+8-\frac{2\pi^2}3\right]+O(\varepsilon). \tag{14}$$

The logarithms can be checked by scaling. In (4), the substitution $r=x/k$ with $k^{1+2\varepsilon}=mC$ removes $m$ and $C$, so $E\propto k^2/m$, $|\psi(0)|^2\propto k^{d}$ and $\langle V^3\rangle\propto k^6/m^3$, with coefficients that depend on $\varepsilon$ alone. As $C\propto\mu^{2\varepsilon}$, $k\propto\mu^{2\varepsilon/(1+2\varepsilon)}$. At first order this gives $4\varepsilon\ln\mu$ for $E$, $(6+2)\varepsilon\ln\mu$ for $D$ and $12\varepsilon\ln\mu$ for $\langle V^3\rangle$, as in (12) and (13).

The phrase "finite part" is thus ambiguous. Dropping the pole in (6) and then setting $D=\kappa^3/\pi$ corresponds to subtracting a contact operator with coefficient $1/\varepsilon$, evaluated in the same $d$-dimensional state. Dropping the pole in (13) gives a number that differs by $8L+8-2\pi^2/3$ times the residue. This difference cancels from any sum whose poles cancel, as (11) shows.

The program solves (4) numerically by shooting at seven values of $\varepsilon$ from $0.003$ to $0.021$, for $\mu=2\kappa$ and for the $\mu$ of part (g), and extrapolates to $\varepsilon=0$. In the innermost region the integrands are integrated as pure powers, with the coefficient $a$ taken from the numerical solution and tested against (5). The leading coefficients of (6), (9), (12), (13) and (14) are tested to $10^{-6}$ and the next ones to $2\times10^{-4}$, both absolute in units $m=Z\alpha=1$. At $L=0$ the extrapolated finite parts of (13) and (14) are $-3.4203$ and $-2.8405$, against $-3.420264$ and $-2.840527$. The solver is tested separately by the virial theorem: under a rescaling of lengths by $1/\lambda$ the energy $\lambda^2\langle T\rangle+\lambda^{1-2\varepsilon}\langle V\rangle$ is stationary at $\lambda=1$, so $2\langle T\rangle=-(1-2\varepsilon)\langle V\rangle$ and $E=(\tfrac12+\varepsilon)\langle V\rangle$.

The results extend and fail as follows. For an excited S state the series (5) keeps its form and $a$ is independent of $E$, so the poles in (6) and (9) keep their coefficients relative to that state's $D$, while the finite parts change with the three-dimensional function. For $l\ge1$ the radial integrands start as $r^{2l-1}$ and $r^{2l-2}$ at $d=3$ and there is no pole. The poles belong to a point source: for a nucleus of finite size with a bounded charge density, $V$ and $\nabla V$ are bounded and both integrals converge at $d=3$. The use of the Schrödinger function as the leading state requires $Z\alpha\ll1$.

### (g) Hydrogen-like chlorine

The model is the one of the problem: Cl$^{16+}$ with a point nucleus of infinite mass, the nonrelativistic Hamiltonian, $m=m_e$ and $\mu=m_e$. The quantities $\langle V^3\rangle/m^2$ and $\langle(\nabla V)^2\rangle/m^3$ are energies of order $m(Z\alpha)^6$. The inputs are

$$Z\alpha=17\times0.007297353=0.124055,\qquad \frac\mu\kappa=\frac1{Z\alpha}=8.060941,\qquad L=\ln\frac{8.060941}{2}=1.393883,$$
$$m(Z\alpha)^6=510999\ {\rm eV}\times(0.124055)^6=1.8625\ {\rm eV}.$$

The residues of the $1/\varepsilon$ poles are $-1$ and $-2$ in units of $m(Z\alpha)^6$, which is $-1.863$ eV for $\langle V^3\rangle/m^2$ and $-3.725$ eV for $\langle(\nabla V)^2\rangle/m^3$.

With $D$ factored out and then set to $\kappa^3/\pi$, (6) and (9) give the finite parts

$$-(2+4\times1.393883)=-7.5755,\qquad -8\times1.393883=-11.1511,$$

or $-14.11$ eV and $-20.77$ eV. Fully expanded, with $12L=16.7266$, $10-2\pi^2/3=3.4203$ and $8-2\pi^2/3=1.4203$, (13) and (14) give

$$-(16.7266+3.4203)=-20.1469,\qquad-2\,(16.72660+1.42026)=-36.2937,$$

or $-37.52$ eV and $-67.60$ eV. The numerical extrapolation returns $-7.5755$, $-11.1511$, $-20.1469$ and $-36.2937$. These four values depend on $\mu$ and on the subtraction and are not level shifts. The combination (11) is the same in both forms: $-11.1511+2\times7.5755=4.000$ and $-36.2937+2\times20.1469=4.000$, so

$$\frac{\langle(\nabla V)^2\rangle-2m\langle V^3\rangle}{m^3}=4\times1.8625\ {\rm eV}=7.450\ {\rm eV}.$$

These digits describe the model. In the real ion, relativistic effects, whose expansion parameter is $(Z\alpha)^2=0.015$, as well as recoil, lie beyond it; their size is not computed here. Nuclear size is no small correction to these numbers. For an extended nucleus the linear term discarded in (d) is present, with $r_0$ of the order of the nuclear radius. Divided by $m^3$ it is $4m(Z\alpha)^6/\kappa r_0$, and $r_0\approx4$ fm gives $\kappa r_0\approx1.3\times10^{-3}$ and a term of about $6$ keV. The value $7.450$ eV is the dimensionally regulated point-nucleus result and is not the expectation value of these operators in the real ion.

The direct solution at $\varepsilon=0.012$ shows how the expansion is approached, in units $m=Z\alpha=1$. There $C=1.066415$, and (5) gives $a=-1.066415/1.024=-1.04142$, the value found numerically. First order in (12) gives $E=-0.5-0.012\times5.7878=-0.5695$ and $\pi D=1+0.012\times12.5713=1.1509$, against the direct values $-0.5733$ and $1.1589$. With $1/\varepsilon=83.333$, the factored forms give $-(83.333+7.576)=-90.909$ and $-(166.667+11.151)=-177.818$. The direct values of $\langle V^3\rangle/\pi D$ and $\langle(\nabla V)^2\rangle/\pi D$ are $-91.509$ and $-178.471$, so the neglected terms are $0.66\%$ and $0.37\%$ of the direct values. The expanded forms give $-(83.333+20.147)=-103.480$ and $-(166.6667+36.2937)=-202.960$, against $-106.051$ and $-206.831$, which misses $2.4\%$ and $1.9\%$ of the direct values.

Most of the gap in $\langle V^3\rangle$ follows from scaling. The exact dependence on $\mu$ is the factor $\exp[12\varepsilon L/(1+2\varepsilon)]=1+12\varepsilon L+\varepsilon^2(72L^2-24L)+\dots$ multiplying the $L=0$ value $-[1/\varepsilon+3.4203+\dots]$. The $L$-dependent term of order $\varepsilon$ in the bracket of (13) is therefore $\varepsilon\,(72L^2-24L+12L\times3.4203)=0.012\times(139.9-33.5+57.2)=1.96$, out of a gap of $106.051-103.480=2.57$. The rest comes from the $L$-independent term of order $\varepsilon$ and from higher orders, which are not computed here.

## Computed values

```
FT of 4pi/q^2, eps=0.1, r=1, quadrature = 1.403243
FT of 4pi/q^2, eps=0.1, r=1, formula = 1.403243
cov(-1/r,h) = 3
cov(-ln r/r,h) = -5.100957
<ln r/r> = -0.2703628
d ln N^2/d eps = 3.459274
remainder integral = -1
eps=0.1, mu=2: <(grad V)^2> subtracted -26.64298486, identity -26.64298486 [m^4 (Za)^6]
eps=0.25, mu=2: <(grad V)^2> subtracted -22.26337684, identity -22.26337684 [m^4 (Za)^6]
extrapolation, mu = 2 m Za (L=0), units m = Za = 1
  E: eps^0 -0.500000, eps^1 -3.0000, formula eps^1 -3.000000
  pi D: eps^0 1.000000, eps^1 1.4203, formula eps^1 1.420264
  eps<V^3>/(pi D): eps^0 -1.000000, eps^1 -2.0000, formula eps^1 -2.000000
  eps<(grad V)^2>/(pi D): eps^0 -2.000000, eps^1 -0.0000, formula eps^1 -0.000000
  eps<V^3>: eps^0 -1.000000, eps^1 -3.4203, formula eps^1 -3.420264
  eps<(grad V)^2>: eps^0 -2.000000, eps^1 -2.8405, formula eps^1 -2.840527
  eps->0: <(grad V)^2>-2<V^3> 4.00000, -2E<V^2> 2.00000, <pV^2p> 2.00000
residue of <(grad V)^2> with d=3 wave function = -4 [m^4 (Za)^6]
Cl16+, Z = 17, mu = m_e
alpha = 0.007297353
Z alpha = 0.124055
m c^2 = 510999 eV
mu/(m Za) = 8.060941
extrapolation, mu = m_e, units m = Za = 1
  E: eps^0 -0.500000, eps^1 -5.7878, formula eps^1 -5.787766
  pi D: eps^0 1.000000, eps^1 12.5713, formula eps^1 12.571329
  eps<V^3>/(pi D): eps^0 -1.000000, eps^1 -7.5755, formula eps^1 -7.575533
  eps<(grad V)^2>/(pi D): eps^0 -2.000000, eps^1 -11.1511, formula eps^1 -11.151065
  eps<V^3>: eps^0 -1.000000, eps^1 -20.1469, formula eps^1 -20.146861
  eps<(grad V)^2>: eps^0 -2.000000, eps^1 -36.2937, formula eps^1 -36.293723
  eps->0: <(grad V)^2>-2<V^3> 4.00000, -2E<V^2> 2.00000, <pV^2p> 2.00000
L = 1.393883
m (Za)^6 = 1.86254 eV
direct solution at eps = 0.012, units m = Za = 1
  C = 1.066415
  a = -1.04142
  E = -0.5732744
  pi D = 1.158909
  <V^3> = -106.0505
  <(grad V)^2> = -206.8313
  <V^3>/(pi D) -91.50892, pole+finite -90.90887
  <(grad V)^2>/(pi D) -178.47063, pole+finite -177.81773
residue <V^3>/m^2 = -1.86254 eV
residue <(grad V)^2>/m^3 = -3.725079 eV
finite <V^3>/m^2, D factored = -14.10973 eV
finite <(grad V)^2>/m^3, D factored = -20.7693 eV
finite <V^3>/m^2, expanded = -37.52433 eV
finite <(grad V)^2>/m^3, expanded = -67.5985 eV
(<(grad V)^2> - 2m<V^3>)/m^3 = 7.45016 eV
```
